\section*{Single polar-face energies: the zincblende wedge and the wurtzite gauge}

A zincblende crystal bounded by (111) planes shows two chemically different kinds of face. On the A face the outermost atoms are cations, each with a broken bond along the outward normal; on the opposite face, B, they are anions. The shape of a small crystal, or the tendency of a film to grow flat on one face, depends on the energy of each kind separately. A slab calculation always contains one face of each kind, and the question is whether their energies can be told apart.

Let $E$ be the zero-temperature energy of a body with $N_c$ cations and $N_a$ anions, and define the excess energy
\begin{equation}
X=E-\mu_cN_c-\mu_aN_a,\qquad \mu_c+\mu_a=\varepsilon ,
\end{equation}
where $\varepsilon$ is the bulk energy per cation--anion pair. The condition on the chemical potentials removes the bulk from $X$. Suppose that the body has a gap and that its faces carry no net charge per area. Then, for a large body,
\begin{equation}
X=\sum_f A_f\,\sigma(\mathbf n_f)+(\text{smaller terms from edges and corners}),
\end{equation}
with $A_f$ the area of face $f$, $\mathbf n_f$ its outward unit normal and $\sigma$ the face energy for a stated termination.

For a slab of area $A$,
\begin{equation}
\frac{X}{A}=\sigma(\mathbf n)+\sigma(-\mathbf n).
\end{equation}
The thickness has dropped out, so thicker slabs add no information. Other terminations do not help either: if the A side has versions $i$ and the B side versions $j$, the slabs give the sums $\sigma_A^i+\sigma_B^j$, and these are unchanged when a constant $t$ is added to every $\sigma_A^i$ and subtracted from every $\sigma_B^j$. Differences between two versions of the same side are fixed; the energy of one side is not. Slabs of other orientations leave the same freedom. The function $\tau n_xn_yn_z$ has the full point symmetry of zincblende and is odd in $\mathbf n$, so adding it to $\sigma(\mathbf n)$ changes no slab energy, yet it moves $\sigma_A$ up and $\sigma_B$ down by $\tau/(3\sqrt3)$.

The requirement of uncharged faces has to be met before any other body is considered. Along [111] the planes of cations and anions carry charges $+s$ and $-s$ per area, and their spacings alternate between $d/4$ and $3d/4$, with $d=a/\sqrt3$ and $a$ the lattice constant. Let the outermost cation plane be occupied to a fraction $\theta$, and let there be no field outside. By Gauss's law the inward field is $\theta s/\epsilon$ in the first gap, of width $d/4$, and $(\theta-1)s/\epsilon$ in the next, of width $3d/4$, where $\epsilon$ is the permittivity. The pattern repeats, and its mean is
\begin{equation}
\bar F=\frac{s}{\epsilon}\left[\frac{\theta}{4}+\frac{3(\theta-1)}{4}\right]
=\frac{s}{\epsilon}\left(\theta-\frac34\right).
\end{equation}
A full plane leaves one quarter of the sheet field throughout the crystal; removing one outer atom in four cancels it. On (001) the planes are equally spaced, the bracket becomes $\theta/2+(\theta-1)/2=\theta-1/2$, and for rigid planes of fixed charge half the outer atoms must be absent. Counting atoms instead of charge gives the same averages for the surplus of cations over anions belonging to a face. Since $X=E-\varepsilon N_a-\mu_c(N_c-N_a)$, the energies of these vacancy-compensated faces do not depend on $\mu_c$. A real face can also become neutral by rebonding, as a full (001) anion plane of a II--VI compound does by forming dimers; such a face holds a surplus of one species, and its energy does depend on $\mu_c$.

Take instead of a slab a long wedge whose axis lies along $[1\bar10]$. Its faces are
\begin{equation}
x+y+z=h,\qquad -x-y+z=h,\qquad z=0,
\end{equation}
with outward normals along $(111)$, $(\bar1\bar11)$ and $(00\bar1)$. The bonds from a cation to its anions point along $(111)$, $(\bar1\bar11)$, $(\bar11\bar1)$ and $(1\bar1\bar1)$. The twofold rotation $(x,y,z)\to(-x,-y,z)$ permutes them, so it is a symmetry of the crystal, and it exchanges the two sloping faces. Both are therefore A faces, and no B face is present. The operation $(x,y,z)\to(y,-x,-z)$ also permutes the bonds, and it turns (001) into $(00\bar1)$. A (001) slab with the same species and equivalent vacancy patterns at both ends thus has two equal faces, and half its excess energy per area is $\sigma_{001}$.

In the cross-section, with $u=(x+y)/\sqrt2$, the corners lie at $(u,z)=(\pm h/\sqrt2,0)$ and $(0,h)$. Each sloping side has length $\sqrt{h^2/2+h^2}=\sqrt{3/2}\,h$, and the base has length $\sqrt2\,h$. Per repeat length $P$ along the axis,
\begin{equation}
\frac{X(h)}{P}=2\sqrt{\tfrac32}\,h\,\sigma_A+\sqrt2\,h\,\sigma_{001}+\kappa ,
\end{equation}
where $\kappa$ is the energy of the three edges per length. When $h$ grows by $a$, the base edges move by $(\pm a,0,0)$ and the apex by $(0,0,a)$. If the vacancies on the faces follow the simple cubic lattice of period $a$, these shifts reproduce each edge atom by atom. Then $\kappa$ cancels between the two sizes, apart from interactions between edges, and with $2\sqrt{3/2}=\sqrt6$
\begin{equation}
\sigma_A=\frac{1}{\sqrt6\,a}\left[\frac{X(h+a)-X(h)}{P}-\sqrt2\,a\,\sigma_{001}\right].
\label{eq:wedge}
\end{equation}
The opposite wedge, with faces $(\bar1\bar1\bar1)$, $(11\bar1)$ and $(001)$, gives $\sigma_B$ in the same way. The wedge also detects the function that slabs miss: $\tau n_xn_yn_z$ vanishes on the base and equals $\tau/(3\sqrt3)$ on each side, so it changes $X/P$ by $\sqrt6\,a\,\tau/(3\sqrt3)=0.471\,a\tau$ per step.

It remains to see why this works in zincblende and what is lost in wurtzite. Divide the energy among the atoms by some local rule, and let $q_i$ be the energy of atom $i$ minus its chemical potential. Then $X=\sum_iq_i$, and the $q_i$ in a bulk cell add up to zero. The sum from a face down to a sharp cut still depends on where the cut lies between planes. Averaging the cut over one bulk period $L$ removes this dependence:
\begin{equation}
\sigma=\frac1A\sum_i w(z_i)\,q_i ,
\end{equation}
where $z$ is the height along the outward normal and $w$ rises linearly from 0 to 1 over a length $L$ deep inside. Moving the ramp by $\delta z$ changes the sum by $-\delta z/L$ times the total $q$ of one period, which is zero. A local rule therefore assigns an energy to every face with integer indices, for which such a period exists.

Another rule moves energy $\eta_b$ through a displacement $\boldsymbol\ell_b$ for each bond $b$. Where $w$ is constant, which includes the surface itself, the move has no effect. In the ramp, of slope $1/L$, each bond contributes $\eta_b\ell_{b,z}/L$. The ramp occupies a volume $AL$, so after division by $A$
\begin{equation}
\sigma'(\mathbf n)=\sigma(\mathbf n)+\mathbf c\cdot\mathbf n,\qquad
\mathbf c=\frac1V\sum_{b\in V}\eta_b\boldsymbol\ell_b ,
\label{eq:gauge}
\end{equation}
with $V$ the volume of a bulk cell. No closed body can reveal such a term, because its total is $\mathbf c\cdot\sum_fA_f\mathbf n_f$, and the vector area of a closed surface is zero.

Equivalent faces must have equal energies, so $\mathbf c$ must be left unchanged by every operation of the point group. In zincblende the twofold rotation about $z$ allows only a component $c_z$, and the one about $x$ allows only $c_x$. Together they force $\mathbf c=0$, and $\sigma_A$ is unique. The wedge uses this symmetry when it sets its two sides equal and takes $\sigma_{001}$ from a slab with equivalent faces.

In wurtzite the rotations are about the polar axis and the mirror planes contain it, so a vector $\mathbf c$ along the axis survives. A wedge cannot remove it. Take a ridge with a $(000\bar1)$ base of width $b$ and two equivalent sides of width $l$ whose normals make an angle $\vartheta$ with the axis. Closure requires $2l\cos\vartheta=b$, and the change in energy per length is
\begin{equation}
2l\,c\cos\vartheta-b\,c=0 .
\end{equation}
The inclined faces shift along with the polar one. What is defined are combinations in which $c$ cancels, such as $\sigma(0001)+\sigma(000\bar1)$, or $\sigma(0001)-\sigma_{\rm incl}/\cos\vartheta$ for an inclined face with $\cos\vartheta\neq0$. The equilibrium shape needs no more than this. It is the set of points with $\mathbf r\cdot\mathbf n\le\lambda\sigma(\mathbf n)$ for all $\mathbf n$, where $\lambda$ sets the size, and replacing $\sigma$ by $\sigma+\mathbf c\cdot\mathbf n$ translates this set by $\lambda\mathbf c$ without deforming it. A single (0001) energy can be quoted once a convention fixes $c$, and it may be compared only with energies in the same convention.

A small electronic model shows the sizes involved. Each atom has one orbital, at $+2$ eV on cations and $-2$ eV on anions, with nearest-neighbour hopping of 1 eV and two electrons per anion. Each missing bond lowers a cation level by 0.1 eV and raises an anion level by 0.3 eV, and each pair of neighbouring anions contributes $-0.10$ eV. The energy is that of the filled levels plus the pair term. There is no long-range Coulomb energy and no relaxation of the atoms. The lattice constant is 0.54 nm, and the faces have the vacancies derived above.

For wedges of height $5a$, $6a$ and $7a$ the excess energies are 48.448, 58.859 and 69.270 eV per repeat length $P=0.7637$ nm. Both steps are 10.411 eV, so the edge term is constant at this accuracy. The slab with cation ends gives $\sigma_{001}=7.194$ eV/nm$^2$. Per step the base grows by 0.7637 nm and the two sides together by $2\times0.6614=1.323$ nm, so that (\ref{eq:wedge}) reads
\begin{equation}
\sigma_A=\frac{10.411/0.7637-0.7637\times7.194}{1.323}
=\frac{13.63-5.49}{1.323}=6.15\ \text{eV/nm}^2 ,
\end{equation}
or 0.99 J/m$^2$. A wedge standing on an anion-terminated base, for which $\sigma_{001}=7.93$ eV/nm$^2$, gives the same $\sigma_A$, as it must if the base has been subtracted correctly. The opposite wedge gives $\sigma_B=6.75$ eV/nm$^2$, or 1.08 J/m$^2$. The sum, 12.903 eV/nm$^2$, agrees with a separate calculation for a (111) slab. Half the slab energy, 6.45 eV/nm$^2$, is 5\% above $\sigma_A$ and 4\% below $\sigma_B$.

The difference of 0.60 eV/nm$^2$ can be traced by counting anion neighbours in a surface cell of four sites, of area $\sqrt3\,a^2=0.505$ nm$^2$. Below the A face the first anion plane is complete, and each of its four anions lacks three neighbours: 12 in all. On the B face three outer anions remain; each lacks three neighbours above and two in its plane, and the plane below lacks three more because of the vacancy: 18 in all. Each missing neighbour costs half a pair energy, 0.05 eV, so the B face is dearer by $6\times0.05=0.30$ eV per cell, or 0.59 eV/nm$^2$. The small remainder comes from the electronic levels. The sign and size of the difference are thus set by the chosen pair term and do not tell which face is cheaper in a real compound.

The gauge appears when the energy of each bond is shared differently between its two atoms. Giving the cation none, half or all of it leaves the local value of $\sigma_A$ in zincblende at 6.153 eV/nm$^2$, equal to the wedge result. For wurtzite, take the same bond lengths and vacancy fractions but a hopping of 1.1 eV along the axis. (Wurtzite may be polarized along its axis, so one vacancy in four need not leave its polar faces exactly uncharged. This does not matter in a model without Coulomb energy, but in a real crystal the remaining charge must be compensated too.) The local (0001) energy is then 5.91, 6.32 or 6.73 eV/nm$^2$, while the slab sum is 13.25 eV/nm$^2$ whatever the sharing. The shift follows from (\ref{eq:gauge}). Moving the whole bond energy $\beta$ from anion to cation displaces it along the axis by $-\sqrt3a/4$ for the axial bond and by $+\sqrt3a/12$ for each of the three others. With a volume $a^3/4$ per pair,
\begin{equation}
c=\frac{4}{a^3}\,\frac{\sqrt3\,a}{4}\left(\beta_{\rm other}-\beta_{\rm axial}\right)
=\frac{\sqrt3}{a^2}\left(\beta_{\rm other}-\beta_{\rm axial}\right).
\end{equation}
The bulk bond energies give $c=0.819$ eV/nm$^2$, which matches $6.727-5.908$. The axial bond is thus lower in energy by 0.14 eV. In zincblende the four bonds are equivalent and the bracket vanishes.

The lattice constant and the level splitting of 4 eV lie in the rough range of wide-gap zincblende compounds, and face energies near 1 J/m$^2$ are of a usual order for tetrahedral semiconductors, but the values describe no particular material. Real crystals break the model's assumptions in several ways. With ions of charge $\pm e$ and a relative permittivity of 8, full (111) planes would carry an uncompensated 31.7 $\mu$C/cm$^2$ and a field of 45 MV/cm. The potential drop would reach the level splitting within 0.9 nm, after which charge must flow between the faces and the assumption of a gap fails. In a II--VI or III--V compound the charge of a full face with a gap is larger by the valence, 2 or 3, and the thickness is correspondingly smaller. Relaxation of the atoms lowers each face energy by an amount this model cannot supply. At 300 K the thermal scale of one $k_BT$ per surface site, each site having the area $\sqrt3\,a^2/4=0.126$ nm$^2$, is 0.20 eV/nm$^2$, a third of the difference between the two faces, so a free-energy comparison may need vibrations.

The edges need equal care. If two adjacent faces differ in surface potential by $V$, and the crystal inside is taken as free of field, the potential outside varies linearly with angle over the exterior angle $\alpha=2\pi-\arctan\sqrt2$. The field is $V/(\alpha r)$, and its energy per edge length between radii $r_0$ and $R$ is
\begin{equation}
\int_{r_0}^{R}\frac{\epsilon_0}{2}\left(\frac{V}{\alpha r}\right)^2\alpha r\,dr
=\frac{\epsilon_0V^2}{2\alpha}\ln\frac{R}{r_0}.
\end{equation}
If the surface dipoles are fixed, the energy inside the dipole layers falls by twice this amount, so the total energy is lowered by the amount shown. With $R$ proportional to $h$, a step changes the logarithm by $\ln(1+a/h)\approx a/h$, so the size of the error in $\sigma_A$ falls as $1/h$. For $V=0.5$ V, two base edges and the step from $6a$ to $7a$ it is 0.0003 eV/nm$^2$, which is negligible.

Charged edges are another matter. The model wedge has two surplus cations per repeat length, the same at every size. Without Coulomb energy this is harmless, since it cancels in the difference. With ions of charge $\pm e$ it would be a line charge $\Lambda=2e/P$, whose unscreened field energy between radii $6a$ and $7a$ is $\Lambda^2\ln(7/6)/(4\pi\epsilon_0)$ per length. Divided by $\sqrt6\,a$ this sets a scale of 1.15 eV/nm$^2$, or 19\% of $\sigma_A$ and twice the difference between the faces. This is an overestimate, because the charge is shared by the three edges. With charges $\Lambda_i$ per length on them, the energy per length changes by $-\sum_{i<j}\Lambda_i\Lambda_j\ln(7/6)/(2\pi\epsilon_0)$ as they move apart, which for charges of one sign is smaller in size than the single-line value. In the model wedge the two base edges carry $3e/4$ each and the apex $e/2$ per repeat length, which reduces the scale by the factor $2.625/4$ to about 0.76 eV/nm$^2$. The error still dies out only as $1/h$, too slowly for wedges of affordable size. In a calculation with real electrostatics each edge must therefore be neutralized, by its own atoms or by passivation repeated unchanged at every size, before (\ref{eq:wedge}) is applied. The remaining figures are in the numerical output.

\section*{Computed values}
\begin{verbatim}
lattice constant: 0.54 nm
level splitting: 4.0 eV
hopping: 1.0 eV
wurtzite axial hopping: 1.1 eV
cation level lowering per missing bond: 0.1 eV
anion level raising per missing bond: 0.3 eV
anion-anion pair energy: -0.10 eV
zincblende bulk energy per pair: -6.1387 eV
wedge height 5 a: 222 atoms, X = 48.4477 eV per repeat
wedge height 6 a: 314 atoms, X = 58.8589 eV per repeat
wedge height 7 a: 422 atoms, X = 69.2702 eV per repeat
wedge repeat length: 0.7637 nm
X step, first: 10.4112 eV
X step, second: 10.4112 eV
growth of each (111) width: 0.6614 nm
growth of (001) width: 0.7637 nm
sigma_001, cation end: 7.1941 eV/nm^2
sigma_001, anion end: 7.9333 eV/nm^2
sigma_A, wedge on cation base: 6.1533 eV/nm^2
sigma_A, wedge on anion base: 6.1533 eV/nm^2
sigma_B, opposite wedge: 6.7500 eV/nm^2
sigma_A + sigma_B, wedges: 12.9033 eV/nm^2
sigma_A + sigma_B, slab: 12.9033 eV/nm^2
half of slab sum: 6.4516 eV/nm^2
sigma_A converted: 0.986 J/m^2
sigma_B converted: 1.081 J/m^2
cation bond share 0: local sigma zincblende A 6.1533, wurtzite (0001) 5.9080 eV/nm^2
cation bond share 0.5: local sigma zincblende A 6.1533, wurtzite (0001) 6.3174 eV/nm^2
cation bond share 1: local sigma zincblende A 6.1533, wurtzite (0001) 6.7267 eV/nm^2
wurtzite slab sum: 13.2481 eV/nm^2
wurtzite shift, share 0 to 1, from bulk bonds: 0.8187 eV/nm^2
symmetry operations: zincblende 24, wurtzite 12
invariant vectors, zincblende: 0
invariant vectors, wurtzite: 1
n_x n_y n_z summed over wedge widths: 0.4714 a
mean field / sheet field, full face: 0.2500
mean field / sheet field, 3/4 face: 0.0000
relative permittivity: 8
uncompensated charge, ions +-e: 31.7 uC/cm^2
its field: 44.8 MV/cm
thickness where drop equals splitting: 0.89 nm
assumed contact step: 0.5 V
fringe-field error in sigma_A: 0.00030 eV/nm^2
net cation surplus at edges: 2 per repeat
unscreened net edge-charge error in sigma_A: 1.1510 eV/nm^2
temperature: 300 K
thermal scale kT per (111) surface cell: 0.2047 eV/nm^2
\end{verbatim}
